# The Pulay pressure of a plane-wave basis, derived in two ways, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: one energy, two volume derivatives

Suppose the polar and nonpolar phases of hafnia are to be compared, each in its own relaxed cell. The relaxation stops when the computed stress is zero. Before the two energies are compared, a decision is due: can that zero be trusted at the chosen plane-wave cutoff, or must the cutoff be raised, the stress corrected, or the volume found from a set of total energies instead? The answer depends on a pressure that comes from the basis and not from the crystal. It can be computed from a quantity that is cheap to obtain, the slope of the total energy against the cutoff.

### The setting and the two pressures

The algebra uses atomic units. A periodic cell has volume $\Omega$ and length scale $L=\Omega^{1/3}$. It is expanded or compressed isotropically: its shape, the fractional positions of its atoms, the fractional coordinates of its $k$ points and the occupations of its bands stay fixed. Every reciprocal-space vector then scales as $1/L$, so a plane wave has the wave vector

$$
\mathbf k+\mathbf G=\frac{\boldsymbol\kappa}{L},
$$

where $\boldsymbol\kappa$ is dimensionless and does not depend on the volume. For a simple cubic cell $\boldsymbol\kappa=2\pi(\boldsymbol\nu+\mathbf g)$, with $\boldsymbol\nu$ the fractional $k$ point and $\mathbf g$ a vector of three integers. The vector $\boldsymbol\kappa$ serves as the label of the wave.

The basis contains all waves whose kinetic energy lies below the cutoff $E_c$:

$$
\frac{|\boldsymbol\kappa|^2}{2L^2}<E_c .
$$

Let $E(\Omega,E_c)$ be the Kohn–Sham energy per cell, minimized over all orthonormal orbitals built from these waves. Two different questions can be asked about its change with volume.

In the first, the cutoff stays at the same number of electronvolts while the volume changes, and the list of waves is drawn up anew at each volume. This gives the fixed-cutoff pressure

$$
P_{\rm cut}=-\left.\frac{\partial E}{\partial\Omega}\right|_{E_c}.
$$

In the second, the list of labels stays the same while the volume changes. This gives the fixed-basis pressure $P_{\rm basis}$. In a complete basis the two agree. In an incomplete one they differ, and the difference

$$
P_{\rm Pulay}=P_{\rm basis}-P_{\rm cut}
$$

is called here the Pulay pressure. Positive pressure means that the cell tends to expand.

### Why the stress theorem gives the fixed-basis pressure

Write the energy before minimization as $\mathcal E(c;\Omega)$, where $c$ stands for all expansion coefficients of the orbitals on a fixed list of labels. Normalized plane waves are orthonormal at every volume, so the orthonormality of the orbitals is a condition on the coefficients alone,

$$
\sum_{\boldsymbol\kappa}c^*_{m\boldsymbol\kappa}c_{n\boldsymbol\kappa}=\delta_{mn},
$$

and does not contain $\Omega$. When the volume changes by $d\Omega$, the minimizing coefficients change by some $dc$, and the minimum changes by

$$
dE=\left.\frac{\partial\mathcal E}{\partial\Omega}\right|_{c}d\Omega+\left(\text{first-order change of }\mathcal E\text{ due to }dc\right).
$$

The old and the new coefficients both satisfy the same orthonormality condition, so $dc$ is an allowed variation. At a minimum the first-order change vanishes for every allowed variation. Therefore

$$
P_{\rm basis}=-\left.\frac{\partial\mathcal E}{\partial\Omega}\right|_{c}.
$$

The right side is what the stress theorem evaluates: the explicit volume dependence of the energy expression, with the orbitals' coefficients held still. The argument needs a converged self-consistent solution. It does not need a complete basis. The stress theorem is thus correct for the question it answers, which is the one with frozen labels.

### The basis depends on a single combination

Multiply the cutoff condition by $L^2=\Omega^{2/3}$:

$$
\frac{|\boldsymbol\kappa|^2}{2}<s,\qquad s=E_c\,\Omega^{2/3}.
$$

The labels carry no volume, so the list of waves is decided by $s$ alone. Two calculations with different volumes and cutoffs but the same $s$ use the same list. The minimized energy can therefore be written as

$$
E(\Omega,E_c)=F(\Omega,s),
$$

where the first argument of $F$ enters through the energy expression and the second through the list of waves. In this notation,

$$
P_{\rm basis}=-\left.\frac{\partial F}{\partial\Omega}\right|_{s}.
$$

The number of waves also follows $s$. Averaged over the Brillouin zone, it is the volume of the cutoff sphere, whose radius is $\sqrt{2E_c}$, divided by the reciprocal-space volume $(2\pi)^3/\Omega$ that belongs to one wave:

$$
\bar N=\frac{4\pi}{3}(2E_c)^{3/2}\frac{\Omega}{(2\pi)^3}
=\frac{\Omega(2E_c)^{3/2}}{6\pi^2}
=\frac{(2s)^{3/2}}{6\pi^2}.
$$

Under isotropic scaling, holding the mean number of waves is the same as holding the list.

### The chain rule

Keep $s$ fixed and let the volume change. From $E_c=s\,\Omega^{-2/3}$,

$$
\left.\frac{dE_c}{d\Omega}\right|_{s}=-\frac23\,s\,\Omega^{-5/3}=-\frac23\frac{E_c}{\Omega}.
$$

A frozen basis in an expanding cell is a basis with a falling cutoff, because every wave is stretched and loses kinetic energy. The derivative of $F$ at fixed $s$ is the derivative of $E$ along this path:

$$
\left.\frac{\partial F}{\partial\Omega}\right|_{s}
=\left.\frac{\partial E}{\partial\Omega}\right|_{E_c}
+\left.\frac{\partial E}{\partial E_c}\right|_{\Omega}\left.\frac{dE_c}{d\Omega}\right|_{s}
=\left.\frac{\partial E}{\partial\Omega}\right|_{E_c}
-\frac23\frac{E_c}{\Omega}\left.\frac{\partial E}{\partial E_c}\right|_{\Omega}.
$$

Changing all signs turns the two volume derivatives into pressures:

$$
P_{\rm basis}=P_{\rm cut}+\frac23\frac{E_c}{\Omega}\left.\frac{\partial E}{\partial E_c}\right|_{\Omega}.
$$

Hence

$$
\boxed{\,P_{\rm Pulay}=\frac23\frac{E_c}{\Omega}\left.\frac{\partial E}{\partial E_c}\right|_{\Omega}\,}
$$

The sign follows from the variational principle. A higher cutoff keeps all the old waves and adds new ones, so the minimum cannot rise: $\partial E/\partial E_c\le0$, and $P_{\rm Pulay}\le0$. The stress theorem reports a pressure that is too low compared with the fixed-cutoff pressure. To correct it, the Pulay pressure is subtracted, which adds a positive number:

$$
P_{\rm cut}=P_{\rm basis}-P_{\rm Pulay}.
$$

The physical content is simple. When the cell expands at fixed cutoff, new waves enter the basis and lower the energy. This is an extra inducement to expand, and the frozen basis does not contain it.

### What the cutoff derivative means for a staircase

With a finite number of $k$ points the list of waves changes at separate values of $s$. Between them $E$ does not depend on $E_c$ at all, and at them it jumps down. Its literal derivative is zero or undefined, so the boxed formula needs an average.

Let $\phi(u)$ be a smooth, narrow, non-negative weight with unit integral, and define

$$
\bar E(\Omega,E_c)=\int\phi(u)\,E(\Omega,e^{u}E_c)\,du .
$$

Since $E(\Omega,e^uE_c)=F(\Omega,e^us)$, the averaged energy is again a function of $\Omega$ and $s$:

$$
\bar E=\bar F(\Omega,s)=\int\phi(u)F(\Omega,e^us)\,du=\int\phi(v-\ln s)\,F(\Omega,e^v)\,dv .
$$

In the last form, with $v=u+\ln s$, the variable $s$ appears only in the smooth weight, so $\bar F$ can be differentiated with respect to $s$ although $F$ cannot. The chain rule then applies to $\bar E$ without change. The fixed-basis pressure in it becomes the average of the fixed-basis pressures of the lists inside the window. Replacing that average by the pressure of one list is justified when the window is narrow, and a dense $k$ mesh allows a narrow window, because it divides the staircase into many small steps.

There is a practical consequence. If the volume is changed by so little that no wave enters or leaves, the energy difference at nominally fixed cutoff returns $P_{\rm basis}$. To obtain $P_{\rm cut}$, the volume step must span many steps of the staircase.

### A numerical comparison

Consider a simple cubic model crystal with lattice constant 2.5 Å and hence a volume of 15.625 Å$^3$. Each cell holds one ion of charge 2, spread as a Gaussian of width 0.30 Å, and two electrons in the lowest band. The electrons interact through the Hartree energy and local-density exchange; correlation is left out. The parameters are round numbers and describe no particular material. The cutoff is 200 eV and the $k$ mesh is $8\times8\times8$, shifted off the zone centre. On this mesh the second band lies 5.36 eV above the top of the first, which agrees with the fixed occupations. The list contains 100.47 waves per $k$ point on average; the sphere formula gives 100.35.

The width of the stairs can be found from this count. With $\tau=2s/(2\pi)^2$, a wave is included when $|\boldsymbol\nu+\mathbf g|^2<\tau$, and $(4\pi/3)\tau^{3/2}=100.35$ gives $\tau=8.31$. On the shifted mesh every component of $\boldsymbol\nu+\mathbf g$ is an odd integer divided by 16. An odd square leaves the remainder 1 on division by 8, so possible values of $|\boldsymbol\nu+\mathbf g|^2$ are spaced by $8/256=0.031$. This is 0.38% of $\tau$. As $\tau$ is proportional to $E_ca^2$, a change of lattice constant $a$ below about 0.19% may cross no stair at all.

The lattice constant is therefore changed by $\pm x$ with $x=0.02$. Let $\Omega_\pm$ be the two volumes, $\Omega_0$ and $s_0$ the central values, and $s_\pm=E_c\Omega_\pm^{2/3}$. The difference between the two finite-difference pressures is

$$
\frac{\left[F(\Omega_+,s_+)-F(\Omega_+,s_0)\right]-\left[F(\Omega_-,s_-)-F(\Omega_-,s_0)\right]}{\Omega_+-\Omega_-}.
$$

If $\Omega_\pm$ is replaced by $\Omega_0$ in the first argument, the terms with $s_0$ cancel and the numerator becomes $F(\Omega_0,s_+)-F(\Omega_0,s_-)$. This is the energy change at the central volume between the cutoffs $(1+x)^2E_c$ and $(1-x)^2E_c$. For smooth $F$ the replacement costs a relative error of order $x^2$. The cutoff interval is $4xE_c$ and the volume interval is $(6x+2x^3)\Omega_0$, so

$$
\frac{\Delta E_c}{\Delta\Omega}=\frac{4xE_c}{(6x+2x^3)\Omega_0}=\frac23\frac{E_c}{\Omega_0}\frac{1}{1+x^2/3},
$$

which reproduces the factor of the boxed formula.

The energies with frozen labels give $P_{\rm basis}=-0.00216$ eV/Å$^3$, and those at fixed cutoff give $P_{\rm cut}=+0.02443$ eV/Å$^3$. The difference is $-0.02659$ eV/Å$^3$. The slope at constant volume, taken over the matching cutoff window, is $-0.0031296$ (eV per eV), so

$$
P_{\rm Pulay}=\frac23\times\frac{200}{15.625}\times(-0.0031296)=-0.02671\ \text{eV/Å}^3 ,
$$

or $-4.28$ GPa. The two results differ by 0.4%.

The matching window sweeps the same lists of waves as the volume change, so the irregularities of the staircase largely cancel in this comparison. A window twice as wide does not have this advantage. It gives a slope of $-0.0032745$ and a Pulay pressure of $-0.02794$ eV/Å$^3$; the directly computed difference is 4.8% smaller in magnitude. The narrow window spans about $0.08\times8.31/0.031\approx21$ possible stairs, so one stair more or less can matter at the level of 5%. The curvature of the energy against cutoff also contributes, and these numbers do not separate the two effects. A fair statement is that the Pulay pressure of this model is known to about 5% from this mesh. On a $16\times16\times16$ mesh the narrow window gives $-0.0273$ eV/Å$^3$, 2% larger in magnitude.

## Second derivation: length scaling, and what each route assumes

The symbols carried over are these. The cell has volume $\Omega$ and length scale $L=\Omega^{1/3}$; its plane waves have wave vectors $\boldsymbol\kappa/L$ with volume-independent labels $\boldsymbol\kappa$. The minimized energy is $E$, the cutoff is $E_c$, and $c$ denotes the orbital coefficients. $P_{\rm cut}$ is the pressure at fixed cutoff, and $P_{\rm basis}$ the pressure with frozen labels, which the stress theorem gives. The first derivation found $P_{\rm basis}-P_{\rm cut}=P_{\rm Pulay}=\frac23(E_c/\Omega)\,\partial E/\partial E_c$. As before, cutoff derivatives refer to the energy averaged over a narrow window of cutoffs.

The second route does not compare two paths of volume change. It asks how the minimized energy responds when every length in the problem is multiplied by the same factor. For this the energy expression must be known, and the model crystal supplies one.

### The energy and its length scaling

Introduce a factor $\alpha$ in front of the kinetic energy and a factor $\beta$ in front of all terms that stem from the Coulomb interaction. Both equal 1 in the end. With occupations $f_n$, which include the weights of the $k$ points,

$$
T=\frac{\alpha}{2}\sum_{n\boldsymbol\kappa}f_n|c_{n\boldsymbol\kappa}|^2\frac{|\boldsymbol\kappa|^2}{\Omega^{2/3}} .
$$

Let $N(\mathbf G)=\int n(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$ over one cell, with $n$ the electron density. It is a sum of products of coefficients and has no explicit volume dependence. An ion of charge $Z$ and Gaussian width $w$ has the Fourier coefficient $Zh(\mathbf G)$, where $h=e^{-G^2w^2/4}$. The electrostatic energy of the neutral cubic cell is

$$
E_{\rm es}=\beta\,\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|N(\mathbf G)-Zh(\mathbf G)|^2}{G^2}.
$$

It includes the interaction of each Gaussian ion with itself. That constant does not depend on volume and is subtracted from the total energies quoted below. The exchange energy is

$$
E_x=-\beta\,C_x\int n^{4/3}d^3r,\qquad C_x=\frac34\left(\frac3\pi\right)^{1/3}.
$$

Now multiply all lengths by $\lambda$: $\Omega\to\lambda^3\Omega$, $w\to\lambda w$, and the cutoff wave number $k_c=\sqrt{2E_c}\to k_c/\lambda$. Keep the coefficients. The effects are as follows.

- The kinetic energy carries $\Omega^{-2/3}$ and is multiplied by $\lambda^{-2}$.
- In the electrostatic energy, $1/\Omega$ gives $\lambda^{-3}$ and $1/G^2$ gives $\lambda^{2}$. The product $Gw$, and with it $h$, is unchanged. The net factor is $\lambda^{-1}$.
- The density scales as $\lambda^{-3}$, so $n^{4/3}$ gives $\lambda^{-4}$ and the integration volume gives $\lambda^{3}$. The exchange energy also acquires $\lambda^{-1}$.

These factors are cancelled by $\alpha\to\lambda^2\alpha$ and $\beta\to\lambda\beta$. The basis condition $|\boldsymbol\kappa|/L<k_c$ is unchanged, since both sides fall by $1/\lambda$. The same function of the coefficients is therefore minimized over the same list of waves, and the minimum is the same:

$$
E(\lambda^3\Omega,\;k_c/\lambda,\;\lambda^2\alpha,\;\lambda\beta,\;\lambda w)=E(\Omega,k_c,\alpha,\beta,w).
$$

This holds for the staircase itself, and averaging both sides over a window in $\ln k_c$ preserves it.

The chain rule has given the Pulay pressure in terms of the cutoff slope, and length scaling has given a relation that the minimized energy obeys. It remains to derive the pressure from this relation, to compare the assumptions of the two routes, and to see what the error does to a relaxation.
